# The Linear-Response Hubbard U: Derivation, Meaning and Limits, part 2

A calculation of titanium dioxide growth from TiCl4 needs a Hubbard $U$ for the Ti 3d shell. The decision is which quantity to compute, and whether a value found with one set of localised orbitals may be used with another. The Coulomb integral of the free Ti$^{4+}$ 3d shell is about 19 eV.

Take a closed-shell Kohn-Sham system with real orbitals, occupied $i,j$ and empty $a,b$, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. A subspace of $M$ orthonormal localised orbitals has projector $O$ and occupation $N$, summed over spin. The added field energy is $\alpha N$, so positive $\alpha$ repels electrons. The density change is $\delta\rho=\sum_{ia}y_{ia}\psi_i\psi_a$, and

$$\delta N=\sum_{ia}P_{ia}y_{ia}=P^{T}y,\qquad P_{ia}=\langle i|O|a\rangle . \tag{16}$$

$$(X_0)_{ia,ia}=-\frac4{\Delta_{ia}},\qquad K_{ia,jb}=\iint\psi_i\psi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\psi_j\psi_b(\mathbf r')\,d^3r\,d^3r' . \tag{17}$$

Here $f$ is the Hartree and exchange-correlation kernel. The second-order energy is

$$\delta E=\frac12\,y^{T}\mathcal M\,y,\qquad \mathcal M=K-X_0^{-1}, \tag{18}$$

with $\mathcal M$ positive definite for a stable ground state. In the field,

$$y=X_0\,(P\alpha+Ky), \tag{19}$$

$$\chi=P^{T}XP,\qquad X=(X_0^{-1}-K)^{-1}=-\mathcal M^{-1}. \tag{20}$$

With the potential frozen, the bare response is $\chi_0=P^{T}X_0P$.

For several subspaces $I$, with fields $\alpha_I$ and occupation changes $n_I=\delta N_I$, $P$ has one column per subspace, and these are linearly independent. Then $\chi_0$ and $\chi$ are symmetric matrices, $n=\chi\alpha$, and the lowest energy at given occupations, $E(N)$, has the Hessian $-\chi^{-1}$. The interaction is

$$U=\chi_0^{-1}-\chi^{-1}. \tag{23}$$

The example is a free tetrahedral TiCl4 molecule (Ti-Cl distance 2.17 Å) in the local density approximation (LDA), with the LANL2DZ basis and its core potentials: 40 electrons, 54 basis functions, Kohn-Sham gap 3.54 eV. The subspace is the five 3d orbitals of the free Ti$^{4+}$ ion. Finite fields gave $\chi_0=-0.6215\ \mathrm{eV^{-1}}$ and $\chi=-0.1061\ \mathrm{eV^{-1}}$, hence curvatures $-1/\chi_0=1.609$ eV and $-1/\chi=9.426$ eV, and $U=7.817$ eV.

### Elimination of everything except the occupation

Define the density change per unit occupation at frozen potential,

$$F=X_0P\chi_0^{-1},\qquad P^{T}F=\chi_0\chi_0^{-1}=1, \tag{24}$$

and split the independent-particle response into two parts:

$$X_0=F\chi_0F^{T}+R. \tag{25}$$

This defines $R$. It satisfies

$$P^{T}R=P^{T}X_0-P^{T}F\,\chi_0F^{T}=P^{T}X_0-\chi_0\chi_0^{-1}P^{T}X_0=0. \tag{26}$$

So $R$ describes how the independent electrons respond to a potential while the occupations of the subspaces stay fixed.

Let $v=Ky$ be the induced potential. Insert (25) into $y=X_0(P\alpha+v)$ and use $X_0P=F\chi_0$, which is (24) rearranged:

$$y=F\,(\chi_0\alpha+\chi_0F^{T}v)+Rv. \tag{27}$$

Multiply from the left by $P^{T}$. By (24) and (26) the result is

$$n=\chi_0\alpha+\chi_0F^{T}v. \tag{28}$$

The bracket in (27) is therefore $n$ itself, and

$$y=Fn+Rv. \tag{29}$$

The density change consists of the frozen-potential shape, scaled to the occupation reached, plus a relaxation that leaves the occupation alone. Now $v=Ky=KFn+KRv$, so

$$v=W_rFn,\qquad W_r=(1-KR)^{-1}K. \tag{30}$$

Put this into (28) and multiply by $\chi_0^{-1}$:

$$\alpha=\chi_0^{-1}n-F^{T}W_rF\,n. \tag{31}$$

Since also $\alpha=\chi^{-1}n$ for every $n$, comparison gives

$$U=\chi_0^{-1}-\chi^{-1}=F^{T}W_rF. \tag{32}$$

Within linear response this is an identity. The linear-response $U$ is the interaction of the density change $F$ with itself, screened by all rearrangements that keep the subspace occupations fixed.

### A dimer, where the formula can be read

Two equivalent sites with orthonormal orbitals $\phi_1,\phi_2$ and two electrons have one occupied orbital $(\phi_1+\phi_2)/\sqrt2$ and one empty orbital $(\phi_1-\phi_2)/\sqrt2$. For the subspace $\phi_1$ the single pair element is $P=\frac12$. The pair density is $\frac12(\phi_1^2-\phi_2^2)$. With one pair, (25) leaves $R=0$, so $W_r=K$ and $F=1/P=2$. Keep the Hartree part of the kernel, with Coulomb integral $J$ on each site and $V$ between the sites. Then

$$K=\frac14(J+J-2V),\qquad U=F^2K=2(J-V). \tag{33}$$

The gap has dropped out, which is what the subtraction of $1/\chi_0$ is for. Yet the result is not $J$. An electron added to site 1 comes from site 2, and $U$ contains the energy of both changes and their mutual attraction.

### Screening lowers the interaction

Relaxation at fixed occupation can only reduce the diagonal elements of $U$ below those of $F^{T}KF$. To show this, write $X_0=-T^2$ with $T$ diagonal and positive. Then $F\chi_0F^{T}=-T\Pi T$, where $\Pi=TP(P^{T}T^2P)^{-1}P^{T}T$ is an orthogonal projector, and (25) gives

$$R=-T(1-\Pi)T=-BB^{T},\qquad B=T(1-\Pi). \tag{34}$$

Stability means that $T\mathcal MT=1+TKT$ is positive definite. The matrix $1+B^{T}KB=1+(1-\Pi)TKT(1-\Pi)$ is then positive definite too: it is the unit matrix on the range of $\Pi$, and equals the restriction of $1+TKT$ on the complement. Let $G$ be its inverse. The screened kernel is

$$W_r=K-KB\,G\,B^{T}K. \tag{35}$$

To confirm this, multiply by $1-KR=1+KBB^{T}$. The products are $K+KBB^{T}K-KB(1+B^{T}KB)GB^{T}K$, and since $(1+B^{T}KB)G=1$ the last two terms cancel and leave $K$, as (30) requires. Hence

$$F^{T}KF-U=(B^{T}KF)^{T}\,G\,(B^{T}KF), \tag{36}$$

which has no negative eigenvalue.

For TiCl4 there are $20\times34=680$ pairs, few enough to build $K$ explicitly. The Coulomb integrals are evaluated in the basis and the exchange-correlation part by numerical quadrature. With the single Ti 3d subspace, (32) gives $U=7.817$ eV, the value found from finite fields. Three interactions can now be set side by side:

- The Coulomb self-interaction of the averaged density of the five ionic 3d orbitals, carrying one electron, is 19.0 eV.
- The unscreened value $F^{T}KF$ is 9.4 eV, to which exchange and correlation contribute $-0.6$ eV.
- The screened value $U$ is 7.8 eV.

Relaxation at fixed occupation thus removes 1.6 eV. The larger drop, from 19.0 to 9.4 eV, occurs before any such relaxation. Exchange and correlation, absent from the first number, account for 0.6 eV of it. The rest arises because $F$ is not an atomic shell. A Mulliken division of $F$ places $+1.02$ electrons on Ti and $-0.26$ on each Cl. As in the dimer, the electron in the shell comes with a deficit on the neighbours. The density that $F$ places on Ti can also differ in shape from the ionic shell, and the separate shares of these two effects in the drop were not computed.

By (29) and (30) the self-consistent density change per unit occupation is

$$F_s=XP\chi^{-1}=F+RW_rF. \tag{37}$$

In the same Mulliken division it places $+0.70$ electrons on Ti and $-0.17$ on each Cl. By this count the relaxation moves about 0.33 electrons from Ti back to the chlorine atoms while the projected 3d occupation stays fixed. That is the screening, seen as charge. The amount depends on how the density is divided between the atoms, and other divisions can give a markedly smaller number.

### What a correction with this U does

Add to the functional the term $-\frac12U(N-N_0)^2$, where $N_0$ is the ground-state occupation. It has neither value nor slope at $N_0$, so it leaves the ground state in place. At fixed $N$ it is a constant and does not affect the constrained minimum, so the curvature simply drops by $U$:

$$-\frac1{\chi'}=-\frac1\chi-U=-\frac1{\chi_0}. \tag{38}$$

The occupation of the corrected system responds to the field as if the potential were frozen. The density change per unit occupation is still $F_s$, not $F$. For TiCl4, solving the pair equations with the kernel $K-UPP^{T}$ gives $\chi'=-0.6215\ \mathrm{eV^{-1}}$, which is the bare response. Whether the removed curvature was an error of the functional is a separate assumption that linear response does not prove.

The usual rotationally invariant correction has another form. With the occupation matrix $\mathsf n^\sigma$ of the localised orbitals for spin $\sigma$ it reads

$$E_U=\frac U2\sum_\sigma\mathrm{Tr}\,(\mathsf n^\sigma-\mathsf n^\sigma\mathsf n^\sigma). \tag{39}$$

For equal changes in both spins, $\delta\mathsf n^\sigma=\frac12\delta\mathsf n$ with $\mathrm{Tr}\,\delta\mathsf n=\delta N$. The part of (39) quadratic in $\delta\mathsf n$ is

$$-\frac U2\cdot2\cdot\frac14\,\mathrm{Tr}\,(\delta\mathsf n)^2=-\frac U4\,\mathrm{Tr}\,(\delta\mathsf n)^2 . \tag{40}$$

If the change is shared equally by $M$ orbitals, $\mathrm{Tr}(\delta\mathsf n)^2=(\delta N)^2/M$, and (40) lowers the curvature by $U/2M$. For a d shell this is $U/10$, not $U$.

In TiCl4, adding only this quadratic part to the kernel, with orbitals and levels held fixed, gives a response of $-0.1159\ \mathrm{eV^{-1}}$. The curvature falls from 9.43 to 8.63 eV, by 0.80 eV, while $U/10$ is 0.78 eV. This near-equality has a definite meaning. If the density change that was optimal without the correction is kept, the curvature already falls by $\frac U2\mathrm{Tr}(\delta\mathsf n)^2/(\delta N)^2$, and reoptimisation can only lower it further. Hence $\mathrm{Tr}(\delta\mathsf n)^2/(\delta N)^2$ is at most $2\times0.797/7.817\approx0.204$. Equal sharing gives the smallest possible value, 0.2, so the shares of the five orbitals deviate from their mean by at most about 14% of that mean (root mean square).

The linear term of (39) also shifts the levels and changes the ground state, and that effect is not included here. Using a shell-total $U$ in (39) is thus a modelling choice. Its quadratic part does not restore the frozen-potential response of the total d occupation.

### One site or many

A scalar treatment of the Ti shell lets every other occupation relax. In the matrix treatment, $-(\chi^{-1})_{II}$ is the curvature when the other listed occupations are held fixed. Holding them fixed can raise the screened and the bare curvature alike, so their difference may move either way.

Add the 3p shells of the four chlorine atoms, taken from the free Cl$^-$ ion. They are not orthogonal to the Ti 3d orbitals, so the five occupations overlap. Equation (32) then gives 6.2 eV for Ti 3d, 11.8 eV for Cl 3p, 1.2 eV between Ti 3d and Cl 3p, and 3.6 eV between two Cl 3p shells. For Ti the bare curvature has risen by 1.7 eV more than the screened one. The value 6.2 eV belongs to the five-site set, and 7.8 eV to the single site. The condition number of the five-site $\chi_0$ is 100, so a relative error in that matrix can grow up to a hundredfold in its inverse.

The extreme case is a set of subspaces that exhausts all charge, with $\sum_IO_I=1$. The sum of the columns of $P$ then has the elements $\langle i|a\rangle=0$. Writing $\mathbf 1$ for the vector of equal fields,

$$P\mathbf 1=0\quad\Rightarrow\quad\chi_0\mathbf 1=0,\qquad\chi\mathbf 1=0. \tag{41}$$

A uniform shift of the potential moves no electrons, and neither matrix has an inverse. For a Löwdin division of TiCl4 into its five atoms, the ratio of smallest to largest singular value is below $10^{-15}$ for both matrices, which is zero to rounding. Interactions are then defined only for changes with $\sum_In_I=0$. Replacing $U_{IJ}$ by $U_{IJ}+c_I+c_J$ alters $n^{T}Un$ by $2(\sum_Ic_In_I)(\sum_Jn_J)=0$, so a single diagonal element has no meaning. Combinations such as $U_{11}+U_{22}-2U_{12}$ survive, and (33) is one of them.

### The molecule beside the growing film

TiCl4 is a real precursor for the deposition of titanium dioxide, and 473 K is a plausible process temperature. The sizes of several omissions can be stated for the single-site value of 7.8 eV:

- **Projector.** With the 3d orbitals of a free Ti$^{2+}$ ion, filled evenly with two d electrons, $U$ is 5.8 eV, lower by 2.0 eV. The molecule and the functional are the same.
- **Basis.** One set of d functions on each Cl, with exponent 0.6 in atomic units, gives 7.2 eV. This is the effect of one added set of functions, not a converged basis limit.
- **Temperature.** At 473 K, $k_BT=0.041$ eV. The factor $\exp(-\text{gap}/2k_BT)$ is about $10^{-19}$, so thermal excitation across the Kohn-Sham gap is negligible.
- **A nearby oxide.** A small extra kernel $\Delta K$ changes the minimum of $\frac12y^{T}\mathcal My$ at fixed $n$ by $\frac12n^{T}F_s^{T}\Delta KF_sn$ at first order, because the minimising $y=F_sn$ is stationary. If the ground state is unchanged, $\chi_0$ is unchanged and $\delta U=F_s^{T}\Delta KF_s$. As an estimate, put the charges of $F_s$ at the nuclei, 3.0 Å (for Ti) above a dielectric of relative permittivity 3.0, with two Cl atoms pointing down. The image charges then shift $U$ by $-0.005$ eV. They scale with $(\varepsilon-1)/(\varepsilon+1)$, which is 0.5 here and never exceeds 1, so a larger permittivity could at most double the shift. The shift is small because a neutral tetrahedral pattern of charges has no dipole and no quadrupole.

The value of 7.8 eV should not be carried over to the film. The assumption that growth breaks is that of a free molecule: at the surface, Ti-O bonds replace Ti-Cl bonds, which changes $X_0$, $F$ and $K$ together. The image estimate does not cover this, and its size was not computed. It has to be found from a response calculation on the bonded structure. The errors of the LDA and the effect of vibrations are also left out.

For the decision posed at the start, the atomic integral is the wrong quantity, because it describes neither $F$ nor its screening. A computed $U$ should be used with the projector, basis and set of sites that produced it, since each of these changed the value here. It also belongs to the functional whose curvature it measures. In this molecule and basis, the change of projector alone moves $U$ by a quarter.
